\section*{Registry energy of a rigid rhombic island on a periodic substrate}

\section*{Setting and conventions}

A single-layer crystal grows as a small island on an oxide. Its cells occupy the sites
\begin{equation}
\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2,\qquad 0\le n_1,n_2<N ,
\end{equation}
so the island is a rhombus, or in general a parallelogram, of $N^2$ cells. It is rigid: a translation $\mathbf d$ moves every cell by the same amount, and its orientation is fixed. Each cell feels a potential with the period of the substrate,
\begin{equation}
V(\mathbf r)=V_0+\sum_{\mathbf G\neq0}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad V_{-\mathbf G}=V_{\mathbf G}^*,\qquad \sum_{\mathbf G}|V_{\mathbf G}|<\infty ,
\label{V}
\end{equation}
where $\mathbf G$ runs over the reciprocal vectors of the substrate. The interference between atoms within one island cell is already contained in $V_{\mathbf G}$. The algebra is in atomic units; being static, it contains no constant that depends on this choice.

The registry energy $W$ is the maximum minus the minimum of the total energy $E(\mathbf d)$ over all translations. The mean adhesion $N^2V_0$ does not depend on $\mathbf d$ and drops out of $W$.

\section*{(a) The sum over the island}

\textbf{Question.} Sum the potential over the island in closed form, and find $W$ for a single wave $U\cos(\mathbf G\cdot\mathbf r+\varphi)$.

\textbf{Solution.} Inserting (\ref{V}) and exchanging the sums gives
\begin{equation}
E(\mathbf d)=\sum_{\mathbf R}V(\mathbf d+\mathbf R)=N^2V_0+\sum_{\mathbf G\ne0}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf d}S_{\mathbf G},\qquad S_{\mathbf G}=\sum_{\mathbf R}e^{i\mathbf G\cdot\mathbf R}.
\label{E}
\end{equation}
With $\theta_i=\mathbf G\cdot\mathbf a_i$ the exponential factorizes, and $S_{\mathbf G}$ is a product of two geometric series. If $\theta$ is not a multiple of $2\pi$,
\begin{equation}
\sum_{n=0}^{N-1}e^{in\theta}=\frac{e^{iN\theta}-1}{e^{i\theta}-1}
=\frac{e^{iN\theta/2}\,2i\sin(N\theta/2)}{e^{i\theta/2}\,2i\sin(\theta/2)}
=e^{i(N-1)\theta/2}D(\theta),
\end{equation}
\begin{equation}
D(\theta)=\frac{\sin(N\theta/2)}{\sin(\theta/2)} .
\end{equation}
At $\theta=2\pi m$ the series is $N$, and the limit of $D$ is $(-1)^{m(N-1)}N$; the phase prefactor supplies the same sign, so the product is again $N$. Hence
\begin{equation}
S_{\mathbf G}=e^{i\mathbf G\cdot\mathbf r_c}\Lambda_{\mathbf G},\qquad \Lambda_{\mathbf G}=D(\theta_1)D(\theta_2),\qquad \mathbf r_c=\tfrac{N-1}{2}(\mathbf a_1+\mathbf a_2).
\end{equation}
The vector $\mathbf r_c$ leads from the corner site to the centre of the island. A real wave has the two coefficients $\tfrac12Ue^{\pm i\varphi}$, and $\Lambda_{-\mathbf G}=\Lambda_{\mathbf G}$ is real, so
\begin{equation}
E=U\Lambda_{\mathbf G}\cos(\mathbf G\cdot\mathbf c+\varphi),\qquad \mathbf c=\mathbf d+\mathbf r_c,\qquad W=2|U\Lambda_{\mathbf G}| .
\label{single}
\end{equation}
The island responds to a wave as one particle at its centre, with the strength multiplied by $\Lambda_{\mathbf G}$.

\section*{(b) Growth with size for one wave}

\textbf{Question.} How does $W$ grow with $N$ at fixed lattices, and when does it grow as the area?

\textbf{Solution.} Two facts suffice: $|D|=N$ if $\theta$ is a multiple of $2\pi$, and $|D|\le1/|\sin(\theta/2)|$, independent of $N$, if it is not. There are three cases.
\begin{align}
\text{both phases multiples of }2\pi:&\quad |\Lambda|=N^2,\\
\text{only }\theta_2\text{ a multiple}:&\quad |\Lambda|=N|D(\theta_1)|\le \frac{N}{|\sin(\theta_1/2)|},\\
\text{neither}:&\quad |\Lambda|\le\frac{1}{|\sin(\theta_1/2)\sin(\theta_2/2)|}.
\end{align}
The case with only $\theta_1$ matched follows by exchanging the labels. Area growth therefore requires $\mathbf G\cdot\mathbf a_1$ and $\mathbf G\cdot\mathbf a_2$ both to be multiples of $2\pi$. Then $e^{i\mathbf G\cdot\mathbf R}=1$ at every island site, which defines a reciprocal vector of the island. Conversely, every reciprocal vector of the island satisfies both conditions. For $U\neq0$, the energy of one wave thus scales with area if and only if $\mathbf G$ belongs to both reciprocal lattices.

Without a shared vector the energy need not stay bounded. In the middle case the linear law is really reached. Writing $\theta/2=(N+1)\theta/2-N\theta/2$ and using the addition theorem,
\begin{equation}
|\sin(\theta/2)|\le|\sin((N+1)\theta/2)|+|\sin(N\theta/2)| ,
\end{equation}
so of any two successive sizes at least one has $|D(\theta_1)|\ge\tfrac12$. Physically, all cells in a row along $\mathbf a_2$ sit at the same phase, while successive rows cancel except for a remainder at the two edges parallel to $\mathbf a_2$. That remainder is proportional to the edge length.

\section*{(c) A potential with many waves}

\textbf{Question.} What replaces this result for the full series (\ref{V})?

\textbf{Solution.} Divide (\ref{E}) by $N^2$. For shared vectors $S_{\mathbf G}/N^2=1$. Define
\begin{equation}
V_{\rm sh}(\mathbf d)=\sum_{\mathbf G\ne0\ \rm shared}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf d}.
\end{equation}
Then, for every $\mathbf d$,
\begin{equation}
\left|\frac{E(\mathbf d)}{N^2}-V_0-V_{\rm sh}(\mathbf d)\right|\le\sum_{\rm unshared}|V_{\mathbf G}|\frac{|S_{\mathbf G}|}{N^2}.
\end{equation}
Each ratio on the right is at most 1 and tends to zero. Given a small $\eta$, choose finitely many waves such that the rest have $\sum|V_{\mathbf G}|<\eta$. The finite part vanishes as $N\to\infty$ and the rest stays below $\eta$, so the right side tends to zero, uniformly in $\mathbf d$. Therefore
\begin{equation}
\lim_{N\to\infty}\frac{W}{N^2}=\max V_{\rm sh}-\min V_{\rm sh}.
\end{equation}
This is positive if and only if some shared $\mathbf G\ne0$ has $V_{\mathbf G}\ne0$, because an absolutely convergent Fourier series is constant only when all its other coefficients vanish. Otherwise $W$ grows more slowly than the area. With infinitely many waves this does not guarantee a linear bound, since the denominators $\sin(\theta_i/2)$ can come arbitrarily close to zero.

A common supercell guarantees some shared vectors, but says nothing about whether the strong waves are among them.

\section*{(d) Aligned triangular lattices}

\textbf{Question.} Let island and substrate be aligned triangular lattices with constants $a$ and $b$, and cell vectors at $60^\circ$. Which waves are shared at $a/b=2/3$? Find $W$ for the star of three equal waves $U\cos(\mathbf G\cdot\mathbf r)$ with indices $(p,0)$, $(0,p)$, $(p,p)$.

\textbf{Solution.} Write $\mathbf G=h\mathbf B_1+k\mathbf B_2$ with $\mathbf B_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Since $\mathbf a_i=\rho\mathbf b_i$ with $\rho=a/b$,
\begin{equation}
\theta_1=2\pi h\rho,\qquad\theta_2=2\pi k\rho .
\end{equation}
At $\rho=2/3$ both $2h/3$ and $2k/3$ must be integers, so $h$ and $k$ must both be multiples of 3. Explicit site sums at $N=31$ for all $h,k$ from $-6$ to $6$ confirm this selection. The fundamental star $p=1$ is not shared, although $3\times3$ island cells fit $2\times2$ substrate cells. The first shared star has $p=3$.

The vectors $\mathbf B_1,\mathbf B_2$ enclose $120^\circ$, so the three waves of a star have equal length. With $D=D(2\pi p\rho)$, the waves $(p,0)$ and $(0,p)$ have one zero phase and, since $D(0)=N$, the factor $P=ND$. The wave $(p,p)$ has the factor $Q=D^2$. Let $x=p\mathbf B_1\cdot\mathbf c$ and $y=p\mathbf B_2\cdot\mathbf c$, which vary independently. With $s=(x+y)/2$ and $t=(x-y)/2$,
\begin{align}
E/U&=P(\cos x+\cos y)+Q\cos(x+y)\nonumber\\
&=2P\cos s\cos t+Q(2\cos^2s-1).
\end{align}
The shift $x\to x+\pi$, $y\to y+\pi$ reverses the sign of $P$ only, so take $P>0$. At given $C=|\cos s|$ the extremes over $t$ are $\pm2PC+2QC^2-Q$. The upper one increases with $C$, and its maximum is $2P+Q$ at $C=1$. The lower one has derivative $-2P+4QC$. If $Q\le P/2$ it falls up to $C=1$, with minimum $-2P+Q$. If $Q>P/2$ the minimum lies at $C=P/(2Q)$, where it is $-P^2/(2Q)-Q$. Thus
\begin{equation}
W=|U|\times\begin{cases}4|P|,&Q\le|P|/2,\\[2pt] 2|P|+2Q+P^2/(2Q),&Q>|P|/2.\end{cases}
\label{star}
\end{equation}
For a shared star $|P|=Q=N^2$ and $W=\tfrac92|U|N^2$. For an unshared star and large $N$, $W=4|U|N|D|$, the edge law.

\section*{(e) Two lattices that almost match}

\textbf{Question.} Suppose $p\rho=m+\varepsilon$ with integer $m$ and small $\varepsilon\neq0$. Up to what size does the star imitate area growth?

\textbf{Solution.} Inserting $\theta/2=\pi(m+\varepsilon)$ in $D$ and removing the multiples of $\pi$,
\begin{equation}
D=(-1)^{m(N-1)}\frac{\sin(\pi N\varepsilon)}{\sin(\pi\varepsilon)} .
\label{near}
\end{equation}
For $N|\varepsilon|\ll1$, expansion of both sines gives
\begin{equation}
|D|\simeq N\left[1-\frac{(N^2-1)(\pi\varepsilon)^2}{6}\right],
\end{equation}
and the star follows the area law. The magnitude of $D$ peaks near $N=1/(2|\varepsilon|)$ and has its first zero at $N=1/|\varepsilon|$, where the phase has slipped by one full turn across the island (if this $N$ is not an integer, $|D|$ falls to about $\tfrac12$ or less at the nearest size). Beyond that, $|D|\le1/|\sin\pi\varepsilon|$ and only the edge law remains, with a large coefficient. A finite island cannot distinguish a shared vector from one missed by much less than $1/N$ turns per cell.

\section*{(f) MoS$_2$ on c-plane sapphire}

\textbf{Question.} Take the model values $a=3.16$ and $b=4.76$ angstrom, chosen near the rough lattice constants 3.2 and 4.8 angstrom, a fundamental star with $U_1=10$ meV and a third-order star with $U_3=0.05$ meV per cell. Which part of the registry energy dominates?

\textbf{Solution.} All waves are taken as cosines with zero phase. MoS$_2$ on sapphire has no inversion symmetry, so the three waves of a star can carry a common phase; this can raise the factor $\tfrac92$ of a shared star to as much as $3\sqrt3\simeq5.2$, and the third-star energy at $N=61$ in the table below from 0.47 to as much as 0.53 eV.

The amplitudes are chosen values. Their ratio, 0.005, can be set beside a simple estimate. For an $r^{-12}$ repulsion from one plane of substrate atoms, one per cell, at distance $z$, the angular Fourier integral gives
\begin{equation}
V_{\mathbf G}\propto\int_0^\infty\frac{r J_0(|\mathbf G|r)}{(r^2+z^2)^6}\,dr ,
\end{equation}
with $J_0$ the Bessel function. At $z=3$ angstrom its third-to-first ratio is 0.0035. The ratio depends strongly on the height: it is 0.013 at 2.5 angstrom and 0.045 at 2.0 angstrom. At 3 angstrom the same estimate gives ratios of 0.17, 0.08 and 0.011 for the three stars in between, with wave vectors $\sqrt3$, 2 and $\sqrt7$ times as long as the fundamental. None of them is shared at $\rho=2/3$, and the two-star model omits them; at some sizes the second-order star can exceed the third. Short waves are weak in this estimate because $(r^2+z^2)^{-6}$ is a smooth function of $r$, with little weight at wavelengths well below $z$. The number of atoms per cell matters as much as the height. A bulk oxygen plane of sapphire has three atoms per cell, at $(x,0)$, $(0,x)$ and $(-x,-x)$ in a $120^\circ$ cell with $x\simeq0.306$. Their interference multiplies a wave $(h,0)$ by $|1+2\cos2\pi hx|$, which is 0.31 for the fundamental and 2.74 for the third order. For such a plane the third-to-first ratio rises to 0.031 at 3 angstrom and 0.11 at 2.5 angstrom, and at 3 angstrom the omitted $\sqrt3$ star is 1.6 times the fundamental. The chosen ratio therefore stands for a surface with one atom per cell, not for every termination of sapphire.

The third-order mismatch is
\begin{equation}
\varepsilon=\frac{3\times3.16}{4.76}-2=-0.0084 .
\end{equation}
The third-order factor $D$ peaks near 60 cells and first vanishes at $1/|\varepsilon|=119$ cells, a side of 37.6 nm (376 angstrom). The table gives $W$ in eV; the last column is the third star for an island with $a=2b/3=3.173$ angstrom and the same amplitude.

\begin{center}
\begin{tabular}{rrrrrr}
$N$ & side (nm) & first & third & both & matched\\
\hline
20 & 6.3 & 0.70 & 0.085 & 0.66 & 0.090\\
61 & 19.3 & 2.80 & 0.47 & 3.26 & 0.84\\
119 & 37.6 & 0.00 & 0.00 & 0.00 & 3.19\\
180 & 56.9 & 8.27 & 1.36 & 9.63 & 7.29
\end{tabular}
\end{center}

At $N=61$ the fundamental has $|D|\simeq1.149$, close to its bound, and (\ref{star}) gives $4\times0.010\times61\times1.149=2.80$ eV. For the third star $D\simeq37.9$, which exceeds $N/2$, so the second line of (\ref{star}) applies. With $P\simeq2309$ and $Q\simeq1433$ it gives
\begin{equation}
5\times10^{-5}\,(4618+2866+1861)\simeq0.47\ \text{eV}.
\end{equation}
The two together reach 3.26 eV (0.120 hartree), and most of this is an edge energy.

At large $N$ both stars follow $4|U|N|D|$. The ratio of their upper bounds is $0.05\times37.88/(10\times1.149)=0.16$, so for these inputs the nearly shared star does not overtake the envelope of the fundamental; at large $N$ that would take a ratio $U_3/U_1$ above 0.03. The estimates above fall on both sides of this value, so which star dominates on real sapphire depends on height and termination. With exact matching the third star does overtake: there the fundamental has $|D|\le1$, and $\tfrac92U_3N^2$ exceeds $4U_1N$ for $N\ge178$.

Two entries need comment. At $N=20$ both stars together give less than the first alone. There $N\rho=13.28$ makes the fundamental $D$ negative, while the third-order $D$ is positive, so the two stars oppose each other at the extremes of the first. At $N=119$ both stars of the unmatched island vanish because $119a=79b$ for the quoted decimals, and both stars complete whole turns across the island. Rational inputs also make a very high wave, such as $(119,0)$, formally shared; this two-star model omits it.

\section*{(g) Shape, twist and the limits of rigidity}

\textbf{Question.} How do a triangular outline, a small twist, heat and elasticity alter these results?

\textbf{Solution.} \emph{Shape.} Keep only the sites with $n_1+n_2\le N-1$. For the wave $(1,0)$, row $n$ has $N-n$ cells at the same phase. With $z=e^{i\theta_1}$,
\begin{equation}
T=\sum_{n=0}^{N-1}(N-n)z^n=\frac{N}{1-z}-\frac{z(1-z^N)}{(1-z)^2}.
\end{equation}
To verify this, multiply the sum by $1-z$: the result is $N-(z+z^2+\dots+z^N)$, and the bracket is $z(1-z^N)/(1-z)$. Since $|1-z|=2|\sin(\theta_1/2)|$, the leading size is $N/(2|\sin(\theta_1/2)|)=0.57N$, half the rhombus bound, and it no longer oscillates with $N$. At $N=119$ the second term vanishes and this single wave has $W=2U_1|T|=1.4$ eV, where the rhombus gives zero. The edge law survives the change of outline; the zeros at special sizes do not. For a shared wave the triangle gives $N(N+1)/2$, the number of its cells, so the area law survives too.

\emph{Twist.} Turning the matched island of $N=61$ by $1^\circ$ at fixed amplitudes lowers its third-star energy from 0.84 to 0.02 eV. This small value oscillates with angle (below 0.001 eV at $0.8^\circ$, 0.025 eV at $1.1^\circ$), and the same $1^\circ$ turn lowers the first star as well, from 2.44 to 0.27 eV. Neither phase of the wave $(3,0)$ is then a multiple of $2\pi$, and its factor is at most 123, against $N^2=3721$. In a real island the amplitudes also depend on angle.

\emph{Heat.} $W$ is not the barrier to sliding. For the fundamental star with $P>0$ and $Q\ll P$, a path between neighbouring minima must cross $x=0$ or $y=0$ (modulo $2\pi$). On $x=0$ the energy is $U[P+(P+Q)\cos y]\ge-UQ$, with equality at $y=\pi$. The minimum is $U(-2P+Q)$, so the barrier is $2U(P-Q)$. At $N=61$ this is $2\times0.010\,(70.1-1.3)\simeq1.4$ eV, about 15 times $k_BT=0.095$ eV at a rough growth temperature of 1100 K. This does not pin the island on the time scale of growth. With a mass of 160 atomic mass units per cell, the rigid island oscillates in its minimum at about $2\times10^{10}$ per second, and the Boltzmann factor then leaves roughly $10^4$ hops per second, if friction, steps and chemical bonds at the edges are ignored.

\emph{Elasticity.} Locking to $a=2b/3$ needs a strain $e=0.42\%$ in both directions. The stress is $Ye/(1-\nu)$, so the energy per area is $Ye^2/(1-\nu)$. With the rough values $Y=130$ N/m and $\nu=0.25$ the cost is 1.7 meV per cell. The locked island can lie below the mean energy by at most $3U_3+(2/N+1/N^2)U_1$, which is 0.48 meV per cell at $N=61$. Uniform locking does not pay at that size. (The locking gain of 0.15 meV in the numerical output is the third-star part $3U_3$ alone.)

Local relaxation is estimated for an extended layer. A wave of mismatch vector $\mathbf q$, the difference between $\mathbf G$ and the nearby island vector, exerts a force that varies as $\sin(qx+Gu)$ on a displacement $u$. With cell area $A$ and modulus $M=Y/(1-\nu^2)$, force balance reads
\begin{equation}
Mu''=-\frac{UG}{A}\sin(qx+Gu)\quad\Rightarrow\quad Gu\simeq\frac{UG^2}{AMq^2}\sin qx
\end{equation}
to first order in $U$. In this continuum estimate the phase amplitude is 0.0005 rad for the fundamental and 0.04 rad for the third-order wave. The period $2\pi/q$ of the fundamental is only about 8 angstrom, under three cells, so its value is an order of magnitude; discrete rows joined by nearest-neighbour springs give 0.0008 rad. Both amplitudes are small, so rigidity is a fair approximation for an extended layer; the estimate does not cover free edges or islands smaller than the period $2\pi/q$.

\emph{The real case.} The lattice constants are chosen near those of MoS$_2$ and sapphire, with a third figure that belongs to the model; the potential amplitudes are assumptions, and each star's energy is proportional to its own amplitude. The size at which the third-order star first cancels is very sensitive to the lattice constants: changing $a$ by $\mp0.01$ angstrom moves it from 37.6 to 21 or 151 nm. A rough difference in thermal expansion of $2\times10^{-6}$ per kelvin over 800 K moves it to 27 or 61 nm, depending on sign. Real surfaces also have steps. A step height of 0.22 nm and a miscut of $0.2^\circ$, both rough, give terraces 63 nm wide, so a larger island must cross steps, which this periodic potential leaves out. The tabulated energies hold for a rhombus. The estimate under \emph{Shape} covers only one wave on a triangular island; the energy of a whole star there requires the sum of its three waves. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
MoS2 lattice constant (rough input): 3.16 angstrom
sapphire lattice constant (rough input): 4.76 angstrom
length ratio a/b: 0.66387
exactly matched island lattice constant: 3.1733 angstrom
fundamental wave amplitude (chosen): 10.00 meV per cell
third-order wave amplitude (chosen): 0.050 meV per cell
chosen amplitude ratio third/first: 0.0050
height for repulsion estimate (rough input): 3.0 angstrom
repulsion amplitude ratio third/first: 0.00346
length of fundamental substrate vector: 1.5242 1/angstrom
third-order phase mismatch epsilon: -0.008403 turns per cell
third-order factor peaks near: 59.5 cells
third-order factor first vanishes at: 119.0 cells
island side at first zero: 37.60 nm = 376.0 angstrom
substrate cells along that side: 79.00
edge-law bound on fundamental factor: 1.1489 times N
third-order edge-law bound: 37.88 times N
Registry energies in eV: first star, third star, both; matched third star
N= 10, side  3.16 nm: 0.4166, 0.0222, 0.4364; 0.0225
N= 20, side  6.32 nm: 0.7032, 0.0846, 0.6595; 0.0900
N= 40, side 12.64 nm: 1.8113, 0.2806, 2.0750; 0.3600
N= 61, side 19.28 nm: 2.8031, 0.4672, 3.2649; 0.8372
N=119, side 37.60 nm: 0.0000, 0.0000, 0.0000; 3.1862
N=180, side 56.88 nm: 8.2714, 1.3627, 9.6341; 7.2900
registry energy of both stars, N=61: 3.2649 eV = 0.11998 hartree
matched N=61, third star, twisted 1 degree: 0.02052 eV
bound on twisted (3,0) factor: 123.3 (area value 3721)
growth temperature (rough input): 1100 K
thermal energy kT: 0.0948 eV
first-zero side if a = 3.15 angstrom: 21.4 nm
first-zero side if a = 3.17 angstrom: 150.9 nm
expansion difference (rough input): 2.0e-06 1/K
temperature rise: 800 K
differential thermal strain: 0.16 percent
first-zero side with strain sign -1: 27.2 nm
first-zero side with strain sign +1: 60.7 nm
2D Young modulus (rough input): 130 N/m
Poisson ratio (rough input): 0.25
strain needed to lock: 0.422 percent
elastic cost of locking: 1.666 meV per cell
largest possible locking gain: 0.150 meV per cell
relaxation phase, fundamental wave: 0.00052 rad
relaxation phase, third-order wave: 0.0375 rad
step height and miscut (rough inputs): 0.22 nm, 0.2 degree
terrace width: 63 nm
\end{verbatim}
